# Does a static magnetic field drive equilibrium current in Weyl semimetals?

## Question

I have a Weyl semimetal with two nodes of opposite chirality, at energies $\varepsilon_+$ and $\varepsilon_-$. I put it in a static uniform field $B$ along $z$ and keep it in equilibrium, with one chemical potential $\mu$ for all electrons. Each node has a chiral zeroth Landau level whose electrons all move the same way along $z$. Adding the two contributions, I get

$$
j_{\rm claim}=\frac{e^2B}{4\pi^2\hbar^2}\,(\varepsilon_--\varepsilon_+),
$$

which is not zero when the nodes differ in energy. For an offset of 0.1 eV this is an enormous current density. Does it really flow? If not, which step of the derivation is wrong, given that the chiral levels are real?

## Answer

No net bulk current flows. The chiral levels are as you describe, but your sum leaves out occupied states of the same levels, and these carry the opposite current. I treat independent electrons of charge $-e$ in a crystal that is periodic along $z$.

### How the claimed current arises

Take $\mathbf B=B\hat z$, $\mathbf A=(0,Bx,0)$ and $\boldsymbol\pi=\mathbf p+e\mathbf A$. Near a node of chirality $\chi=\pm1$,

$$
H_\chi=\varepsilon_\chi+\chi v\,\boldsymbol\sigma\cdot\boldsymbol\pi .
$$

The in-plane momenta do not commute:

$$
[\pi_x,\pi_y]=e[p_x,A_y]=-i\hbar eB .
$$

With $\sigma_x\sigma_y=i\sigma_z$, the square of the in-plane part is

$$
(\sigma_x\pi_x+\sigma_y\pi_y)^2=\pi_x^2+\pi_y^2+i\sigma_z[\pi_x,\pi_y]
=\pi_\perp^2+\hbar eB\,\sigma_z .
$$

The operator $\pi_\perp^2$ is an oscillator with eigenvalues $\hbar eB(2n+1)$. The square therefore vanishes for $n=0$, $\sigma_z=-1$. On this state the in-plane part gives zero and the $z$ part remains:

$$
E_\chi(k_z)=\varepsilon_\chi-\chi\hbar v k_z .
$$

To count these states, note that a state with momentum $k_y$ is centred at $x=-\hbar k_y/(eB)$. A sample of width $L_x$ holds a range $eBL_x/\hbar$ of $k_y$, with spacing $2\pi/L_y$. This gives $eB/h$ states per area for each $k_z$.

The current density of one level with occupation $f$ is

$$
j=-e\,\frac{eB}{h}\int\frac{dk_z}{2\pi}\,\frac1\hbar\frac{dE}{dk_z}f
=-\frac{e^2B}{h^2}\int dk_z\,\frac{dE}{dk_z}f .
$$

At zero temperature, count the states between the node energy and $\mu$, taking $\mu$ above both nodes for the moment. For $\chi=+$ the energy falls with $k_z$, so the occupied stretch runs from the Fermi point to the node and the integral is $\varepsilon_+-\mu$. For $\chi=-$ it runs from the node to the Fermi point and the integral is $\mu-\varepsilon_-$. Hence

$$
j=\frac{e^2B}{h^2}\big[(\mu-\varepsilon_+)-(\mu-\varepsilon_-)\big]
=\frac{e^2B}{h^2}(\varepsilon_--\varepsilon_+).
$$

Since $h=2\pi\hbar$, this is your formula. If $\mu$ lies below a node, the same expression counts missing electrons with a minus sign.

The doubtful step is the lower limit. Nothing happens to a chiral level at its node energy: it continues downward, and the states below are occupied and moving too. The continuum model has no bottom, so it cannot say what they add up to.

### A lattice on which all states can be counted

Let $a$ be the lattice constant and $\kappa=k_za$. With in-plane momenta also in units of $1/a$, take

$$
\begin{aligned}
H={}&t\sin k_x\,\sigma_y+t\sin k_y\,\sigma_x-\gamma\sin\kappa\\
&+\big[t_z\cos\kappa+t'(2-\cos k_x-\cos k_y)\big]\sigma_z .
\end{aligned}
$$

The two sines vanish when $k_x$ and $k_y$ are each 0 or $\pi$. If $2t'>t_z>0$, the bracket can then vanish only at $k_x=k_y=0$, $\kappa=\pm\pi/2$, so there are two nodes.

Near $\kappa=\pi/2+\delta$ the Hamiltonian is $-\gamma+t k_x\sigma_y+t k_y\sigma_x-t_z\delta\,\sigma_z$. The chirality is the sign of the determinant of the coefficients that link $(k_x,k_y,\delta)$ to $(\sigma_x,\sigma_y,\sigma_z)$. Here it is $(-t^2)(-t_z)>0$, so $\chi=+$ and $\varepsilon_+=-\gamma$. At $\kappa=-\pi/2$ the sign of the $\delta$ term is reversed, which gives $\chi=-$ and $\varepsilon_-=+\gamma$. The offset is $2\gamma$.

Now add the field, with flux $eBa^2/h=1/q$ through each cell. For the zeroth level, expand the in-plane terms at small momentum. Because $\sigma_x$ and $\sigma_y$ have changed places, the square is now

$$
(\pi_x\sigma_y+\pi_y\sigma_x)^2=\pi_\perp^2-i\sigma_z[\pi_x,\pi_y]=\pi_\perp^2-\hbar eB\,\sigma_z ,
$$

and the zero state has $\sigma_z=+1$ and $\pi_\perp^2=\hbar eB$. The $t'$ term contributes

$$
t'\,\frac{a^2}{2\hbar^2}\,\hbar eB=\frac{t'}{2}\,\frac{eBa^2}{\hbar}=\frac{\pi t'}{q},
$$

so that, to this order in the in-plane momentum,

$$
E_0(\kappa)\simeq t_z\cos\kappa-\gamma\sin\kappa+\frac{\pi t'}{q}.
$$

The spin state does not depend on $\kappa$. The two chiral levels are therefore two stretches of one band, which falls through the $+$ node, turns round, and rises through the $-$ node.

### Why the total vanishes

The proof uses neither this approximation nor the zeroth level alone. In the gauge above, $k_z$ is conserved. For each $\kappa$ and each pair of in-plane momenta, the lattice problem is a finite matrix $H(\kappa)$ of size $2q$, and there is one such block per area $qa^2=h/(eB)$. The velocity operator is $\hbar^{-1}\partial H/\partial k_z$, so one block contributes as

$$
j=-\frac{e}{h}\,\frac{eB}{h}\int_0^{2\pi}d\kappa\;
{\rm Tr}\!\left[f(H)\frac{dH}{d\kappa}\right],
$$

to be averaged over the in-plane momenta. Define

$$
F(E)=-k_BT\ln\!\left[1+e^{-(E-\mu)/k_BT}\right],
$$

whose derivative is

$$
F'(E)=\frac{e^{-(E-\mu)/k_BT}}{1+e^{-(E-\mu)/k_BT}}=f(E).
$$

For any power, the cyclic property of the trace gives $d\,{\rm Tr}\,H^n/d\kappa=n\,{\rm Tr}[H^{n-1}dH/d\kappa]$, even though $H$ and $dH/d\kappa$ need not commute. Smooth functions on a bounded spectrum can be approximated by polynomials together with their derivatives, so

$$
{\rm Tr}\!\left[f(H)\frac{dH}{d\kappa}\right]=\frac{d}{d\kappa}{\rm Tr}\,F(H).
$$

The spectrum at $\kappa+2\pi$ is the spectrum at $\kappa$. The integral of the derivative over the zone is therefore zero for each block, at any $T>0$, and the limit $T\to0$ is zero as well.

The node energies never entered. A Zeeman term or further hoppings change $H(\kappa)$ but not its periodicity. Static disorder that repeats with a long period $L$ along $z$ is also covered: replace $a$ by $L$.

### Where the claimed current went

I use $a=1$ nm, $t=t'=0.30$ eV, $t_z=0.20$ eV, $\gamma=0.05$ eV, $\mu=10$ meV and $q=200$. The field is $B=h/(ea^2q)=20.68$ T and the offset is 100 meV. The claim becomes

$$
j_{\rm claim}=\frac{e^2B}{h^2}\times0.100\ {\rm eV}=1.937\times10^6\ {\rm A/cm^2},
$$

or $1.937\times10^4$ A/cm² for each meV.

Diagonalizing the $400\times400$ matrix shows that one level crosses $\mu$. The next one above starts at 29.3 meV and the next one below ends at $-20.0$ meV. At $T=0$ these other levels are full or empty, and each carries no current because its energy is periodic. That leaves the chiral band.

Its energy is $-45.31$ meV at the $+$ node momentum and $54.69$ meV at the $-$ node momentum. Both are the zero-field node energies raised by $\pi t'/q=4.7$ meV, so their difference is still 100 meV. The band is occupied from $\kappa=1.300$ to $\kappa=4.493$. I write the integral over this arc as three pieces that meet at the node momenta $\pi/2$ and $3\pi/2$ (the latter is equivalent to $-\pi/2$). Since $3\pi/2=4.712$ lies just beyond the arc, the joining piece includes some empty states, and the piece next to the $-$ node runs backwards from $3\pi/2$ to 4.493 to remove them. Integrating the velocities from the eigenvectors gives:

- Next to the $+$ node: $\mu-E_0=55.31$ meV gives $+1.071\times10^6$ A/cm².
- Next to the $-$ node: $E_0-\mu=44.69$ meV gives $+0.866\times10^6$ A/cm². This node lies above $\mu$, so the piece subtracts empty states.
- Joining the nodes: the band rises by 100 meV from one node to the other, which gives $-1.937\times10^6$ A/cm².

The first two add up to your claimed current. The third cancels it. The missing electrons sit in the part of the chiral band that connects the nodes.

The same can be said in terms of cutoffs. Cut both branches at one common energy $E_c$, and the sum is

$$
\frac{e^2B}{h^2}\big[(\mu-E_c)-(\mu-E_c)\big]=0 .
$$

For $E_c=-120$ meV the lattice branches carry $+2.518\times10^6$ and $-2.518\times10^6$ A/cm². If instead each cone is cut at the same momentum distance $\Lambda$ from its node, the floors are $\varepsilon_\chi-\hbar v\Lambda$. They differ by the offset, and the sum returns your formula. The claimed current is thus set by the choice of cutoff, and the lattice leaves no such choice.

### The occupied sea at 300 K, and short rings

At 300 K, $k_BT=25.85$ meV and several levels are partly filled. I therefore sum over all 400 states at equally spaced values of $\kappa$, for the block with zero in-plane momentum. A sum over $N$ points describes a crystal of $N$ cells closed on itself along $z$, with no extra flux through the ring:

| Cells $N$ | Current density (A/cm²) |
|---:|---:|
| 16 | $-1.6\times10^4$ |
| 32 | $4.0\times10^1$ |
| 64 | $-5\times10^{-8}$ |

The last value, about $3\times10^{-14}$ of the claim, is at the level of rounding error, so its sign and digit carry no meaning. The current is unusually small there because $N=64$ happens to lie near a zero of the oscillating factor described below. A ring of 60 cells gives $1.3\times10^{-4}$ A/cm², which is still less than $10^{-10}$ of the claim. The short rings carry a genuine persistent current, so the zero belongs to the long crystal.

The decay can be estimated. An $N$-point sum of a smooth periodic function differs from its integral by Fourier components of order $N$ and higher. These fall roughly as $e^{-Ns}$, where $s$ is the distance from the real axis to the nearest singularity in complex $\kappa$. The Fermi function has poles at $E=\mu\pm i\pi k_BT$. Linearizing the chiral band, with slope about 0.20 eV, gives

$$
s\approx\frac{\pi k_BT}{|dE_0/d\kappa|}=\frac{0.0812}{0.20}\approx0.41 .
$$

The pole is far enough from the real axis that this linear estimate is slightly too large. Solving $E_0(\kappa)=\mu+i\pi k_BT$ with the full cosine form of the band gives $s\approx0.385$. The envelope thus shrinks by $e$ about every 2.6 cells. An oscillating factor from the positions of the Fermi points multiplies it, so successive entries need not follow a pure exponential.

### What does drive a current

Suppose the two branches are filled to different levels $\mu_+$ and $\mu_-$. The occupied arc then starts at energy $\mu_+$ and ends at $\mu_-$, and at $T=0$, with no other level crossing either value,

$$
j=-\frac{e^2B}{h^2}(\mu_--\mu_+)=\frac{e^2B}{h^2}(\mu_+-\mu_-).
$$

For $\mu_+=15$ meV and $\mu_-=5$ meV, integrating the lattice velocities gives $1.937\times10^5$ A/cm², as the formula does. This current is real, but the state is not in equilibrium.

Energy conservation shows the difference. Apply a weak electric field $\mathcal E$ along $+z$. Then $\hbar\,dk_z/dt=-e\mathcal E$, and electrons on the $+$ branch, whose energy falls with $k_z$, move up in energy. The $+$ branch gains electrons at the rate per volume

$$
\frac{eB}{h}\,\frac{1}{2\pi}\,\frac{e\mathcal E}{\hbar}=\frac{e^2\mathcal EB}{h^2},
$$

and the $-$ branch loses as many. Each transfer costs $\mu_+-\mu_-$. Setting the total cost equal to the power $j\mathcal E$ gives the formula above. With one common $\mu$, the transfer costs nothing and $j=0$, whatever the node energies are. Electrons move between the Fermi points, not between the nodes.

The result also leaves room for local currents. Take a film 24 layers thick along $x$, periodic along $y$ and $z$, in the same field and at 300 K. For each $k_y$ the trace argument applies again, so the total current along $B$ must vanish. Summing over 40 values of $k_y$ and 48 of $\kappa$ gives $-6.3\times10^5$ A/cm² in the outermost layer, about a third of the claim in size. The average over the film is $-0.03$ A/cm², less than $10^{-7}$ of the claim. This remainder comes from the finite number of $\kappa$ points: with 64 values of $\kappa$ and 50 of $k_y$ it drops to about $10^{-6}$ A/cm², while the layer current stays the same. A surface current exists even without the field: the outermost layer then carries $-1.27\times10^6$ A/cm². The field along $+z$ roughly halves this value, while the same field along $-z$ raises it to $-1.89\times10^6$ A/cm². In each case the two outermost layers carry equal currents of the same sign, and the return current flows mainly in the few layers beneath each surface. The middle of the film carries almost none.

### How this relates to a real crystal

An energy offset needs a crystal in which no inversion, mirror or rotoinversion maps one node onto the other, since these operations reverse chirality and preserve energy. CoSi is such a chiral crystal. Its node offset is roughly 0.2 eV and its velocities are a few $10^5$ m/s; the model has 100 meV and 3 to $4.6\times10^5$ m/s. The likeness ends there: CoSi is non-magnetic, its nodes are multifold, and its cell is roughly half as long as my 1 nm. At a given field and offset, the claimed current does not depend on the cell length or on magnetism, but it is larger for multifold nodes, which have more than one chiral level each. None of these differences changes the zero, as long as the electrons can be treated as independent or in a static mean field with a repeating potential.

The example also leaves out the Zeeman energy, which is 1.20 meV per spin for $g=2$, about 1% of the offset. It shifts the bands slightly and leaves the zero unchanged. Interactions beyond mean field are not covered by this proof. Nor are oscillating fields or a maintained difference in filling, because those states are not described by one static Fermi function.

Numerical values quoted here were computed with a short program.
